# Why Born tensors in monoclinic hafnia have nine components but permittivity four: a program that tests the result

```python
"""
Result under test: in monoclinic HfO2 (space group P2_1/c) every atom may have
a nonsymmetric Born tensor with nine independent components, while the static
permittivity has four. All twelve Born tensors together hold 22 free numbers.

Model: point ions with charge q and polarizability alpha in a periodic cell.
Z[i, a, b] = change of cell dipole component a per displacement b of sublattice i,
at zero macroscopic field. eps = permittivity, K = zero-field force constants.
Axes: x along a, y along b, z along c*. Gaussian electrostatics with lengths in
nm and charges in e; fields are then in e/nm^2 and dipoles in e nm.
The structure and model parameters are rough, rounded inputs.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.special import erfc

STEP = 2e-5  # nm, for central differences
EYE = np.eye(3)


def integer_grid(n):
    return np.array(list(itertools.product(range(-n, n + 1), repeat=3)), float)


def separations(cell, pos):
    d = pos[:, None] - pos[None]
    return d - np.round(d @ np.linalg.inv(cell)) @ cell


def short_range(r2, a):
    """Radial factors of the first and second derivatives of erfc(a r)/r."""
    r = np.sqrt(r2)
    gauss = 2 * a / np.sqrt(np.pi) * np.exp(-a * a * r2)
    first = erfc(a * r) / r**3 + gauss / r2
    second = 3 * erfc(a * r) / r**5 + gauss * (3 / r2**2 + 2 * a * a / r2)
    return first, second


def electrostatics(cell, pos, q, eta=4.5, smear=None):
    """Field of the charges at the ions, and the dipole field matrix (Ewald)."""
    n, volume = len(pos), abs(np.linalg.det(cell))
    d = separations(cell, pos)
    r = d[:, :, None] + integer_grid(2) @ cell
    r2 = np.sum(r * r, axis=-1)
    r2[r2 < 1e-12] = np.inf
    first, second = short_range(r2, eta)
    if smear is not None:  # Gaussian ions interact through erf(smear*r)/r
        f_s, s_s = short_range(r2, smear)
        first, second = first - f_s, second - s_s
    field = np.sum(r * first[..., None], axis=2)
    hess = np.swapaxes(r * second[..., None], -1, -2) @ r
    hess = hess - np.sum(first, axis=2)[..., None, None] * EYE
    grid = integer_grid(4)
    g = grid[len(grid) // 2 + 1:] @ (2 * np.pi * np.linalg.inv(cell).T)
    g2 = np.sum(g * g, axis=1)
    weight = 8 * np.pi / volume * np.exp(-g2 / (4 * eta**2)) / g2
    phase = d @ g.T
    gg = (g[:, :, None] * g[:, None, :]).reshape(-1, 9)
    field = field + (np.sin(phase) * weight) @ g
    hess = hess - ((np.cos(phase) * weight) @ gg).reshape(n, n, 3, 3)
    hess[np.arange(n), np.arange(n)] += 4 * eta**3 / (3 * np.sqrt(np.pi)) * EYE
    e0 = np.einsum('ijk,j->ik', field, q).ravel()
    return e0, hess.transpose(0, 2, 1, 3).reshape(3 * n, 3 * n)


def solve_dipoles(e0, tmat, alpha, applied=np.zeros(3)):
    matrix = np.diag(np.repeat(1 / alpha, 3)) - tmat
    return np.linalg.solve(matrix, e0 + np.tile(applied, len(alpha)))


def born(cell, pos, q, alpha, atoms, **options):
    z = np.zeros((len(atoms), 3, 3))
    for row, i in enumerate(atoms):
        for b in range(3):
            total = []
            for sign in (1, -1):
                moved = pos.copy()
                moved[i, b] += sign * STEP
                p = solve_dipoles(*electrostatics(cell, moved, q, **options), alpha)
                total.append(p.reshape(-1, 3).sum(axis=0))
            z[row, :, b] = q[i] * EYE[b] + (total[0] - total[1]) / (2 * STEP)
    return z


def born_from_forces(cell, pos, q, alpha):
    """Force per applied field; dipoles stay frozen while an ion is moved."""
    e0, tmat = electrostatics(cell, pos, q)
    size = 0.1
    frozen = [[solve_dipoles(e0, tmat, alpha, s * size * EYE[a]) for s in (1, -1)]
              for a in range(3)]
    z = np.zeros((len(pos), 3, 3))
    for i in range(len(pos)):
        for b in range(3):
            z[i, :, b] = q[i] * EYE[b]
            for sign in (1, -1):
                moved = pos.copy()
                moved[i, b] += sign * STEP
                e1, t1 = electrostatics(cell, moved, q)
                for a in range(3):
                    work = [p @ e1 + 0.5 * p @ t1 @ p for p in frozen[a]]
                    z[i, a, b] += sign * (work[0] - work[1]) / (4 * STEP * size)
    return z


def eps_electronic(cell, pos, q, alpha, **options):
    _, tmat = electrostatics(cell, pos, q, **options)
    inverse = np.linalg.inv(np.diag(np.repeat(1 / alpha, 3)) - tmat)
    n = len(pos)
    chi = inverse.reshape(n, 3, n, 3).sum(axis=(0, 2))
    return EYE + 4 * np.pi / abs(np.linalg.det(cell)) * chi


def free_count(constraints):
    matrix = np.vstack(constraints)
    return matrix.shape[1] - np.linalg.matrix_rank(matrix)


def antisym(z):
    return np.linalg.norm(z - z.T) / 2


def show(label, matrix, unit):
    rows = ' | '.join(' '.join(f'{x:8.4f}' for x in row) for row in matrix)
    print(f'{label} [{unit}]: {rows}')


# Structure and inputs
a_len, b_len, c_len, beta_deg = 0.512, 0.517, 0.529, 99.2
beta = np.radians(beta_deg)
cell = np.array([[a_len, 0, 0], [0, b_len, 0],
                 [c_len * np.cos(beta), 0, c_len * np.sin(beta)]])
volume = np.linalg.det(cell)
basis = np.array([[0.276, 0.040, 0.208], [0.070, 0.332, 0.345],
                  [0.450, 0.757, 0.479]])
rotations = [np.diag(v).astype(float) for v in
             ([1, 1, 1], [-1, 1, -1], [-1, -1, -1], [1, -1, 1])]
shifts = np.array([[0, 0, 0], [0, .5, .5], [0, 0, 0], [0, .5, .5]])


def build(unit):
    return np.array([r @ f + t for f in unit for r, t in zip(rotations, shifts)])


frac = build(basis)
pos = frac @ cell
q = np.repeat([2.4, -1.2, -1.2], 4)
alpha = np.repeat([0.0010, 0.0017, 0.0017], 4)
names, reps = ('Hf', 'O1', 'O2'), [0, 4, 8]
images = separations(cell, pos)[:, :, None] + integer_grid(2) @ cell
distance = np.linalg.norm(images, axis=-1)
hf_neighbours = int(np.sum(distance[0, 4:] < 0.27))
assert hf_neighbours == 7

# Ewald sum: independent of the splitting parameter
for x, y in zip(electrostatics(cell, pos, q), electrostatics(cell, pos, q, eta=5.2)):
    assert np.allclose(x, y, atol=1e-8, rtol=1e-9)

# Cubic fluorite control: known local-field results
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
cubic = 0.51 * EYE
fluorite = np.vstack([fcc, fcc + .25, fcc + .75]) @ cubic
z_cubic = born(cubic, fluorite, q, alpha, reps)
eps_cubic = eps_electronic(cubic, fluorite, q, alpha)
ratio = 4 * np.pi * alpha.sum() / (3 * 0.51**3)
assert np.allclose(eps_cubic, (1 + 2 * ratio) / (1 - ratio) * EYE, atol=1e-6)
for z, charge in zip(z_cubic, q[reps]):
    assert np.allclose(z, charge * (eps_cubic[0, 0] + 2) / 3 * EYE, atol=1e-5)

# Component counts from the symmetry equations themselves
permutations = []
for rot, shift in zip(rotations, shifts):
    delta = (frac @ rot.T + shift)[:, None] - frac[None]
    match = np.all(np.abs(delta - np.round(delta)) < 1e-9, axis=-1)
    assert np.all(match.sum(axis=1) == 1)
    permutations.append(np.argmax(match, axis=1))
space_rows = []
for rot, perm in zip(rotations, permutations):
    for i, j in enumerate(perm):
        block = np.zeros((9, 108))
        block[:, 9 * j:9 * j + 9] += np.eye(9)
        block[:, 9 * i:9 * i + 9] -= np.kron(rot, rot)
        space_rows.append(block)
sum_rule = np.tile(np.eye(9), 12)
swap = np.eye(9).reshape(3, 3, 9).transpose(1, 0, 2).reshape(9, 9)
point_rows = [np.kron(r, r) - np.eye(9) for r in rotations]
n_born = free_count(space_rows)
n_born_sum = free_count(space_rows + [sum_rule])
n_general = free_count(point_rows)
n_eps = free_count(point_rows + [swap - np.eye(9)])
site_counts = [free_count([rows]) for rows in point_rows]
fixed_ops = [sum(p[i] == i for p in permutations) for i in range(12)]
assert fixed_ops == [1] * 12
assert (n_born, n_born_sum, n_general, n_eps) == (27, 22, 5, 4)
assert site_counts == [9, 5, 9, 5]

# Born tensors by two roads, their symmetry and their sum
e0, tmat = electrostatics(cell, pos, q)
stability = np.linalg.eigvalsh(
    np.eye(36) - np.sqrt(np.outer(np.repeat(alpha, 3), np.repeat(alpha, 3))) * tmat)
assert stability[0] > 0
z_all = born(cell, pos, q, alpha, range(12))
z_force = born_from_forces(cell, pos, q, alpha)
road_difference = np.max(np.abs(z_all - z_force))
assert road_difference < 1e-5
assert np.max(np.abs(z_all.sum(axis=0))) < 1e-5
for rot, perm in zip(rotations, permutations):
    for i, j in enumerate(perm):
        assert np.allclose(z_all[j], rot @ z_all[i] @ rot.T, atol=1e-5)
for i in reps:
    assert antisym(z_all[i]) > 1e-3 and np.min(np.abs(z_all[i])) > 1e-4

# The antisymmetric part starts at second order in the polarizability
weak = [antisym(born(cell, pos, q, s * alpha, [0])[0]) for s in (0.02, 0.01)]
order_ratio = weak[0] / weak[1]
assert abs(order_ratio - 4) < 0.2

# Search for hidden linear relations among crystals of the same symmetry
rng = np.random.default_rng(7)
samples = []
for _ in range(34):
    trial = build(basis + rng.uniform(-0.03, 0.03, (3, 3))) @ cell
    q_o = -1.2 * (1 + rng.uniform(-0.2, 0.2, 2))
    q_trial = np.repeat([-q_o.sum(), q_o[0], q_o[1]], 4)
    a_trial = alpha * np.repeat(1 + rng.uniform(-0.2, 0.2, 3), 4)
    samples.append(born(cell, trial, q_trial, a_trial, reps).ravel())
samples = np.array(samples)
singular = np.linalg.svd(samples, compute_uv=False)
assert singular[21] > 100 * singular[22]
atom_singular = [np.linalg.svd(samples[:, 9 * k:9 * k + 9], compute_uv=False)[-1]
                 for k in range(3)]
assert min(atom_singular) > 100 * singular[22]

# Central springs give the full zero-field force constants
near = (distance > 1e-6) & (distance < 0.40)
safe = np.where(near, distance, 1.0)
spring = np.where(near, np.exp(-(safe - 0.2) / 0.05) / safe**2, 0)
blocks = np.swapaxes(images * spring[..., None], -1, -2) @ images
blocks[np.arange(12), np.arange(12)] = 0
k_blocks = -blocks
k_blocks[np.arange(12), np.arange(12)] = blocks.sum(axis=1)
kmat = k_blocks.transpose(0, 2, 1, 3).reshape(36, 36)
kmat = (kmat + kmat.T) / 2


def flat(z):
    return z.transpose(1, 0, 2).reshape(3, 36)


def lattice_eps(z, inverse):
    return 4 * np.pi / volume * flat(z) @ inverse @ flat(z).T


target = 12.0
scale = np.trace(lattice_eps(z_all, np.linalg.pinv(kmat, rcond=1e-9))) / 3 / target
kmat *= scale
k_values = np.linalg.eigvalsh(kmat)
assert np.max(np.abs(k_values[:3])) < 1e-9 * k_values[-1]
assert k_values[3] > 1e-5 * k_values[-1]
compliance = np.linalg.pinv(kmat, rcond=1e-9)
eps_inf = eps_electronic(cell, pos, q, alpha)
eps_static = eps_inf + lattice_eps(z_all, compliance)

# Static permittivity by moving the ions and solving the dipoles again
eps_direct = np.zeros((3, 3))
small = 1e-3
for b in range(3):
    for sign in (1, -1):
        applied = sign * small * EYE[b]
        u = (compliance @ flat(z_force).T @ applied).reshape(12, 3)
        p = solve_dipoles(*electrostatics(cell, pos + u, q), alpha, applied)
        dipole = q @ u + p.reshape(12, 3).sum(axis=0)
        eps_direct[:, b] += sign * dipole / (2 * small) * 4 * np.pi / volume
eps_direct += EYE
assert np.allclose(eps_direct, eps_static, atol=1e-4)
assert np.allclose(eps_direct, eps_direct.T, atol=1e-4)
assert max(abs(eps_direct[0, 1]), abs(eps_direct[1, 2])) < 1e-4
assert abs(eps_direct[0, 2]) > 1e-3
z_diag = z_all * EYE
z_sym = (z_all + z_all.transpose(0, 2, 1)) / 2
eps_diag = eps_inf + lattice_eps(z_diag, compliance)
eps_sym = eps_inf + lattice_eps(z_sym, compliance)

# Neglected effects: ion size, polarizability, gate field, thermal motion
z_smear = born(cell, pos, q, alpha, [0], smear=10.0)[0]
eps_smear = eps_electronic(cell, pos, q, alpha, smear=10.0)
z_more = born(cell, pos, q, 1.1 * alpha, [0])[0]
coulomb = const.e**2 / (4 * np.pi * const.epsilon_0)  # J m
coulomb_v_nm = coulomb / const.e * 1e9
gate_mv_cm = 5.0
gate = gate_mv_cm * 0.1 / coulomb_v_nm * np.ones(3) / np.sqrt(3)
forbidden = []
for part in (1.0, 0.5):
    u_gate = (compliance @ flat(z_all).T @ (part * gate)).reshape(12, 3)
    eps_gate = eps_electronic(cell, pos + u_gate, q, alpha)
    forbidden.append(np.hypot(eps_gate[0, 1], eps_gate[1, 2]))
    if part == 1.0:
        u_max = np.max(np.linalg.norm(u_gate, axis=1))
        z_gate = born(cell, pos + u_gate, q, alpha, [0])[0]
gate_ratio = forbidden[0] / forbidden[1]
assert abs(gate_ratio - 4) < 0.2

temperature = 300.0
mass = np.repeat(np.repeat([178.5, 16.0, 16.0], 4), 3) * const.atomic_mass
dynamic = kmat * coulomb * 1e27 / np.sqrt(np.outer(mass, mass))
omega2, modes = np.linalg.eigh(dynamic)
omega, modes = np.sqrt(omega2[3:]), modes[:, 3:]
spread = np.sqrt(const.hbar / (2 * omega)
                 / np.tanh(const.hbar * omega / (2 * const.k * temperature)))
changes, moves = [], []
for _ in range(30):
    u = (modes @ (spread * rng.standard_normal(33)) / np.sqrt(mass)) * 1e9
    u = u.reshape(12, 3)
    moves.append(u)
    changes.append(born(cell, pos + u, q, alpha, [0])[0] - z_all[0])
phonon_mev = const.hbar * omega / const.e * 1e3

# Report
print(f'Cell a, b, c [nm]: {a_len} {b_len} {c_len}; beta [deg]: {beta_deg}')
print(f'Cell volume [nm^3]: {volume:.5f}')
for name, f, i in zip(names, basis, reps):
    print(f'{name} fractional x y z: {f[0]:.3f} {f[1]:.3f} {f[2]:.3f}; '
          f'charge [e]: {q[i]:.1f}; polarizability [nm^3]: {alpha[i]:.4f}')
print(f'Oxygen neighbours of Hf within 0.27 nm: {hf_neighbours}')
print(f'Operations that fix an atom (identity included): {fixed_ops[0]}')
print('Free components for site group 1, 2, -1, m:', *site_counts)
print(f'Free permittivity components: {n_eps}')
print(f'Free components of an orbit-averaged Born tensor: {n_general}')
print(f'Free Born numbers in cell, before sum rule: {n_born}')
print(f'Free Born numbers in cell, after sum rule: {n_born_sum}')
print('Tensors below: rows = polarization x,y,z; columns = displacement x,y,z')
for name, i in zip(names, reps):
    show(f'Born {name}', z_all[i], 'e')
show('Born Hf, twofold-screw partner', z_all[1], 'e')
show('Born Hf, orbit average', z_all[:4].mean(axis=0), 'e')
for name, i in zip(names, reps):
    print(f'{name} antisymmetric / total norm [%]: '
          f'{100 * antisym(z_all[i]) / np.linalg.norm(z_all[i]):.3f}')
print(f'Largest difference of the two Born roads [e]: {road_difference:.1e}')
print(f'Antisymmetric part, ratio on doubling weak polarizability: {order_ratio:.3f}')
print(f'Sampled crystals: {len(samples)}; singular values 22 and 23 [e]: '
      f'{singular[21]:.2e} {singular[22]:.2e}')
print('Smallest of nine singular values, Hf O1 O2 [e]:',
      *[f'{x:.2e}' for x in atom_singular])
print(f'Cubic control: eps_inf {eps_cubic[0, 0]:.4f}; '
      f'Born Hf and O [e]: {z_cubic[0, 0, 0]:.4f} {z_cubic[1, 0, 0]:.4f}')
print(f'Chosen mean lattice permittivity: {target:.1f}')
show('Electronic permittivity', eps_inf, '1')
show('Static permittivity', eps_static, '1')
show('Static, Born diagonals only', eps_diag, '1')
show('Static, Born tensors symmetrized', eps_sym, '1')
print(f'Cell-periodic phonon energies, min and max [meV]: '
      f'{phonon_mev.min():.2f} {phonon_mev.max():.2f}')
show('Born Hf, ions smeared by 0.05 nm', z_smear, 'e')
print(f'Mean eps_inf, point and smeared ions: '
      f'{np.trace(eps_inf) / 3:.4f} {np.trace(eps_smear) / 3:.4f}')
print(f'Largest Born Hf change, polarizability +10% [e]: '
      f'{np.max(np.abs(z_more - z_all[0])):.4f}')
print(f'Gate field along (1,1,1) in x,y,z [MV/cm]: {gate_mv_cm:.1f}')
print(f'Largest ion displacement in gate field [nm]: {u_max:.6f}')
print(f'Largest Born Hf change in gate field [e]: '
      f'{np.max(np.abs(z_gate - z_all[0])):.5f}')
print(f'Forbidden eps_inf part in gate field: {forbidden[0]:.2e}; '
      f'ratio to half field: {gate_ratio:.3f}')
print(f'Temperature [K]: {temperature:.0f}; rms displacement component [nm]: '
      f'{np.sqrt(np.mean(np.square(moves))):.5f}')
print(f'Rms thermal change of a Born Hf component [e]: '
      f'{np.sqrt(np.mean(np.square(changes))):.4f}')
print('finished without a failed check')
```

Output:

```
Cell a, b, c [nm]: 0.512 0.517 0.529; beta [deg]: 99.2
Cell volume [nm^3]: 0.13823
Hf fractional x y z: 0.276 0.040 0.208; charge [e]: 2.4; polarizability [nm^3]: 0.0010
O1 fractional x y z: 0.070 0.332 0.345; charge [e]: -1.2; polarizability [nm^3]: 0.0017
O2 fractional x y z: 0.450 0.757 0.479; charge [e]: -1.2; polarizability [nm^3]: 0.0017
Oxygen neighbours of Hf within 0.27 nm: 7
Operations that fix an atom (identity included): 1
Free components for site group 1, 2, -1, m: 9 5 9 5
Free permittivity components: 4
Free components of an orbit-averaged Born tensor: 5
Free Born numbers in cell, before sum rule: 27
Free Born numbers in cell, after sum rule: 22
Tensors below: rows = polarization x,y,z; columns = displacement x,y,z
Born Hf [e]:   6.3045  -0.4941   0.2760 |  -0.3209   6.8693   0.1718 |   0.1521   0.3828   5.5289
Born O1 [e]:  -4.0119   2.7706  -0.2445 |   3.1075  -3.6702  -1.4910 |  -0.2309  -1.3414  -2.4839
Born O2 [e]:  -2.2926   0.6277  -0.0315 |   0.6125  -3.1992   0.7371 |   0.0788   0.7464  -3.0450
Born Hf, twofold-screw partner [e]:   6.3045   0.4941   0.2760 |   0.3209   6.8693  -0.1718 |   0.1521  -0.3828   5.5289
Born Hf, orbit average [e]:   6.3045   0.0000   0.2760 |  -0.0000   6.8693  -0.0000 |   0.1521  -0.0000   5.5289
Hf antisymmetric / total norm [%]: 1.950
O1 antisymmetric / total norm [%]: 3.449
O2 antisymmetric / total norm [%]: 1.530
Largest difference of the two Born roads [e]: 1.7e-07
Antisymmetric part, ratio on doubling weak polarizability: 4.010
Sampled crystals: 34; singular values 22 and 23 [e]: 9.54e-02 1.16e-07
Smallest of nine singular values, Hf O1 O2 [e]: 5.46e-01 7.09e-01 3.72e-01
Cubic control: eps_inf 4.7532; Born Hf and O [e]: 5.4025 -2.7013
Chosen mean lattice permittivity: 12.0
Electronic permittivity [1]:   4.7759   0.0000   0.1904 |   0.0000   4.9692  -0.0000 |   0.1904  -0.0000   4.5761
Static permittivity [1]:  16.7333   0.0000   0.3112 |   0.0000  19.3665  -0.0000 |   0.3112  -0.0000  14.2213
Static, Born diagonals only [1]:  19.8702  -0.0000  -2.0283 |  -0.0000  24.9351   0.0000 |  -2.0283   0.0000  15.2120
Static, Born tensors symmetrized [1]:  16.7834   0.0000   0.3034 |   0.0000  19.3479  -0.0000 |   0.3034  -0.0000  14.2103
Cell-periodic phonon energies, min and max [meV]: 15.23 86.73
Born Hf, ions smeared by 0.05 nm [e]:   4.8972  -0.3097   0.2853 |  -0.2442   5.2085   0.1213 |   0.1815   0.3023   4.6068
Mean eps_inf, point and smeared ions: 4.7737 4.2974
Largest Born Hf change, polarizability +10% [e]: 1.7411
Gate field along (1,1,1) in x,y,z [MV/cm]: 5.0
Largest ion displacement in gate field [nm]: 0.001178
Largest Born Hf change in gate field [e]: 0.11938
Forbidden eps_inf part in gate field: 5.30e-04; ratio to half field: 4.002
Temperature [K]: 300; rms displacement component [nm]: 0.00511
Rms thermal change of a Born Hf component [e]: 0.4857
finished without a failed check
```
